# Quantum reflection at a logistic potential step, derived in two ways

When the current over a metal-semiconductor barrier is calculated, one must decide what to do with electrons that have enough energy to cross. They may be counted as fully transmitted, or reduced by the reflection of an abrupt step, which can be tens of per cent. The choice depends on how the interface grading compares with the electron wavelength on the slow side of the step. It also depends on the shape of the grading. The logistic step can be solved exactly and shows both limits.

## The model and the result

Let a particle of constant mass $m$ and energy $E$ come from the left towards

$$V(x)=V_0L(x),\qquad L(x)=\frac1{1+e^{-x/a}},\qquad a>0 .$$

The potential rises from 10 % to 90 % of $V_0$ over a width $2a\ln 9\approx4.39a$. The wavenumbers far left and far right are

$$k_1=\sqrt{2mE}/\hbar,\qquad k_2=\sqrt{2m(E-V_0)}/\hbar .$$

Take $E>V_0$ and $k_1\ne k_2$, and define $\kappa_j=ak_j$, $S=\kappa_1+\kappa_2$, $D=\kappa_1-\kappa_2$. With time factor $e^{-iEt/\hbar}$, $e^{ikx}$ moves to the right. The result is

$$R=\frac{\sinh^2\pi D}{\sinh^2\pi S}. \tag{1}$$

Both derivations use $y=e^{-x/a}$, which is large on the left and small on the right. Since $d/dx=-(1/a)\theta$ with $\theta=y\,d/dy$, we have $a^2\psi''=\theta^2\psi$. Also $L=1/(1+y)$, so the local squared wavenumber is

$$k^2(x)=k_1^2-\frac{k_1^2-k_2^2}{1+y}=\frac{k_2^2+k_1^2y}{1+y}.$$

The Schrödinger equation $\psi''+k^2(x)\psi=0$ becomes

$$\theta^2\psi+\frac{\kappa_2^2+\kappa_1^2y}{1+y}\,\psi=0. \tag{2}$$

## First derivation: the hypergeometric function

On the right there must be only the outgoing wave $e^{ik_2x}=y^{-i\kappa_2}$. Put $\psi=y^{-i\kappa_2}w(y)$ with $w(0)=1$. Moving $\theta$ past the power replaces it by $\theta-i\kappa_2$. After multiplication by $1+y$, equation (2) reads

$$[(\theta-i\kappa_2)^2+\kappa_2^2]w+y[(\theta-i\kappa_2)^2+\kappa_1^2]w=0 .$$

The first bracket is $\theta(\theta-2i\kappa_2)$. The second is a sum of squares and factorizes as $(\theta+A)(\theta+B)$. Hence

$$\theta(\theta+c-1)w=-y(\theta+A)(\theta+B)w,$$
$$A=iD,\qquad B=-iS,\qquad c=1-2i\kappa_2 .$$

Insert $w=\sum_n w_ny^n$. Because $\theta y^n=ny^n$, the coefficients obey

$$n(n+c-1)w_n=-(n-1+A)(n-1+B)w_{n-1}.$$

This is the recurrence of the hypergeometric series, so $w=F(A,B;c;-y)$. The series converges for $y<1$, while the incident wave is found at $y\to\infty$. An integral valid for all $y>0$ connects the two regions:

$$I(y)=\frac1{2\pi i}\int\frac{\Gamma(A+s)\Gamma(B+s)\Gamma(-s)}{\Gamma(c+s)}\,y^s\,ds .$$

The path runs from $-i\infty$ to $+i\infty$. It leaves the poles $s=-A-n$ and $s=-B-n$ on its left and $s=n$ on its right, for $n=0,1,2,\dots$. The first poles, $-iD$, $iS$ and $0$, all lie on the imaginary axis but are distinct, so an indented path exists. By Stirling's formula each gamma function contributes $e^{-\pi|\mathrm{Im}\,s|/2}$ times a power. Three in the numerator and one in the denominator leave $e^{-\pi|\mathrm{Im}\,s|}$, so the integral converges.

**Small $y$.** For $y<1$, move the path to $\mathrm{Re}\,s=N+\tfrac12$. The identity $\Gamma(-s)=-\pi/[\sin(\pi s)\,\Gamma(1+s)]$ turns the integrand into $-\pi y^s/\sin\pi s$ times a gamma ratio that behaves as $s^{A+B-c-1}=s^{-2}$. On the new path $|\sin\pi s|=\cosh(\pi\,\mathrm{Im}\,s)$, so the integral vanishes as $y^{N+1/2}$ when $N\to\infty$. What remains is minus the sum of residues, because the poles are encircled clockwise. The residue of $\Gamma(-s)$ at $s=n$ is $-(-1)^n/n!$, and therefore

$$I=\sum_{n=0}^\infty\frac{(-y)^n}{n!}\frac{\Gamma(A+n)\Gamma(B+n)}{\Gamma(c+n)}
=\frac{\Gamma(A)\Gamma(B)}{\Gamma(c)}F(A,B;c;-y).$$

**Large $y$.** For $y>1$, move the path to $\mathrm{Re}\,s=-N-\tfrac12$. Applying the reflection identity to $\Gamma(A+s)$, $\Gamma(B+s)$ and $\Gamma(c+s)$ gives the factor

$$\frac{\pi\sin\pi(c+s)}{\sin\pi(A+s)\,\sin\pi(B+s)}$$

times a gamma ratio of order $|s|^{-2}$. Since $A$ and $B$ are imaginary, neither sine in the denominator vanishes on the new path, and the integral there tends to zero as $y^{-N-1/2}$. The poles are now encircled anticlockwise. The two with $n=0$ dominate at large $y$. Dividing by $\Gamma(A)\Gamma(B)/\Gamma(c)$ gives

$$F\to\frac{\Gamma(c)\Gamma(B-A)}{\Gamma(B)\Gamma(c-A)}y^{-A}+\frac{\Gamma(c)\Gamma(A-B)}{\Gamma(A)\Gamma(c-B)}y^{-B}.$$

Now restore the factor $y^{-i\kappa_2}$. The first term varies as $y^{-i\kappa_2-iD}=y^{-i\kappa_1}=e^{ik_1x}$, the incident wave. The second varies as $y^{-i\kappa_2+iS}=y^{i\kappa_1}=e^{-ik_1x}$, the reflected wave. With $A-B=2i\kappa_1$, $c-A=1-iS$ and $c-B=1+iD$, their ratio is

$$r=\frac{\Gamma(2i\kappa_1)\,\Gamma(-iS)\,\Gamma(1-iS)}{\Gamma(-2i\kappa_1)\,\Gamma(iD)\,\Gamma(1+iD)}. \tag{3}$$

The factors with $2i\kappa_1$ are complex conjugates and cancel in the modulus. For real $s$, $\Gamma(is)\Gamma(1-is)=\pi/(i\sinh\pi s)$, so $|\Gamma(is)\Gamma(1+is)|=\pi/|\sinh\pi s|$. Using this for $S$ and $D$ gives (1).

Direct numerical integration of the wave equation for $(k_1,k_2,a)=(2,1,0.3)$, $(1.3,0.4,0.7)$ and $(0.8,1.9,0.4)$, in any consistent length unit, reproduced the complex $r$ of (3) to $3\times10^{-12}$.

## Second derivation: continuation around a pole

The same $R$ follows without gamma functions. Let $y$ be complex. Equation (2) is singular at $y=0$, $y=-1$ and $y=\infty$. Cut the plane along the negative real axis and use two pairs of solutions:

$$t_\pm=y^{\mp i\kappa_2}h_\pm(y),\qquad u_\pm=y^{\mp i\kappa_1}g_\pm(1/y).$$

Here $h_\pm$ and $g_\pm$ are power series starting with 1, convergent for $|y|<1$ and $|y|>1$ respectively. The upper sign denotes a wave moving right. Equation (2) is real for $y>0$, so $t_-$ and $u_-$ are there the complex conjugates of $t_+$ and $u_+$. The solutions are therefore related by

$$t_+=Pu_++Qu_-,\qquad t_-=Q^*u_++P^*u_- ,$$

and $R=|Q/P|^2$. Conservation of flux gives $k_1(|P|^2-|Q|^2)=k_2$, so $P\neq0$.

At $y=-1$ the last term of (2) has a simple pole. A solution starting as $(1+y)^n$ must satisfy $n(n-1)=0$. For the larger exponent, $n=1$, the later coefficients follow without a vanishing divisor. Hence there is a nonzero solution $\varphi$ that is analytic at $y=-1$.

Continue $\varphi$ from this point into the upper half-plane and write it as $\alpha t_++\beta t_-$. Continue it into the lower half-plane and write it as $\alpha't_++\beta't_-$. Between $-1$ and $0$ the two continuations agree. On the upper and lower sides of the cut, $y^{-i\kappa_2}$ carries the factors $e^{\pi\kappa_2}$ and $e^{-\pi\kappa_2}$, so

$$\alpha'=e^{2\pi\kappa_2}\alpha,\qquad \beta'=e^{-2\pi\kappa_2}\beta .$$

The continuations also agree to the left of $-1$, where $u_\pm$ are the suitable functions. The coefficients of $u_+$ and $u_-$ are $\alpha P+\beta Q^*$ and $\alpha Q+\beta P^*$. Passing from the upper to the lower continuation multiplies them by $e^{2\pi\kappa_1}$ and $e^{-2\pi\kappa_1}$:

$$e^{2\pi\kappa_1}(\alpha P+\beta Q^*)=e^{2\pi\kappa_2}\alpha P+e^{-2\pi\kappa_2}\beta Q^*,$$
$$e^{-2\pi\kappa_1}(\alpha Q+\beta P^*)=e^{2\pi\kappa_2}\alpha Q+e^{-2\pi\kappa_2}\beta P^* .$$

Collect the terms in $\alpha$ and $\beta$ and write each difference of exponentials as a hyperbolic sine:

$$\alpha P\,e^{2\pi\kappa_2}\sinh\pi D=-\beta Q^*\sinh\pi S,$$
$$\alpha Q\,e^{2\pi\kappa_2}\sinh\pi S=-\beta P^*\sinh\pi D .$$

Neither $\alpha$ nor $\beta$ can vanish. If one did, these equations and $P\ne0$, $D\ne0$ would make the other vanish too, contrary to $\varphi\neq0$. Dividing the first equation by the second gives

$$\frac{P\sinh\pi D}{Q\sinh\pi S}=\frac{Q^*\sinh\pi S}{P^*\sinh\pi D},$$

so $|Q|^2\sinh^2\pi S=|P|^2\sinh^2\pi D$, which is (1).

## What each derivation assumes

Both need a uniform mass, flat potentials far away and the logistic shape. The first uses the full recurrence and connects the two ends explicitly. In return it gives the phase of $r$ and can be continued to energies below the step. The second uses the positions of the singularities, the analytic solution at $y=-1$, and the reality of the equation with real $k_1,k_2$. It gives the modulus but not the phase.

Below the step, the decaying wave corresponds to $k_2=i|k_2|$. With $\eta=a|k_2|$, the numerator factors $\Gamma(\eta-i\kappa_1)\Gamma(1+\eta-i\kappa_1)$ in (3) are the conjugates of those in the denominator. Thus $|r|=1$: reflection is total for every grading length.

## From the formula to exponential suppression

For $E>V_0$, flux conservation gives $T=1-R$. Since $\sinh^2u-\sinh^2v=\sinh(u+v)\sinh(u-v)$,

$$T=\frac{\sinh(2\pi ak_1)\sinh(2\pi ak_2)}{\sinh^2[\pi a(k_1+k_2)]}.$$

As $a\to0$, $R$ tends to the abrupt value $R_0=[(k_1-k_2)/(k_1+k_2)]^2$. The expansion $\ln(\sinh u/u)\approx u^2/6$ gives the first correction,

$$R\approx R_0\left[1+\frac{\pi^2}{3}(D^2-S^2)\right]=R_0\left(1-\frac{4\pi^2a^2k_1k_2}{3}\right).$$

For general $a$, let $k_<$ be the smaller wavenumber. Because $|k_1-k_2|-(k_1+k_2)=-2k_<$,

$$R=e^{-4\pi ak_<}\left[\frac{1-e^{-2\pi|D|}}{1-e^{-2\pi S}}\right]^2 .$$

The bracket is below one because $|D|<S$. It exceeds $|D|/S$ because $(1-e^{-u})/u=\int_0^1e^{-us}ds$ decreases with $u$. Therefore

$$R_0e^{-4\pi ak_<}<R<e^{-4\pi ak_<}. \tag{4}$$

At fixed energy above the step, $R$ thus falls exponentially once $4\pi ak_<$ is well above one. At threshold, $k_2\to0$, there is no such suppression: $T\approx4\pi ak_2\coth(\pi ak_1)$, and $R\to1$ for any fixed $a$.

The origin of the exponential is visible for a weak step. Divide it into small steps, each reflecting $-dk/(2k)$ with round-trip phase $e^{2ikx}$. To first order in the step height, with $k$ the mean wavenumber,

$$r\approx\frac{k_1^2-k_2^2}{4k^2}\int_{-\infty}^{\infty}L'(x)e^{2ikx}dx .$$

With $p=L(x)$ we have $x=a\ln[p/(1-p)]$, and the integral becomes

$$\int_0^1p^{2ika}(1-p)^{-2ika}dp=\Gamma(1+2ika)\Gamma(1-2ika)=\frac{2\pi ka}{\sinh2\pi ka}.$$

For $2\pi ka\gg1$ the force of the logistic step has an exponentially small Fourier component at the momentum transfer $2\hbar k$ needed for reflection. The estimate agrees with (1) when $\pi|D|\ll1$.

## A wide interface with corners behaves differently

Width alone does not produce the exponential. Let $k^2$ fall linearly from $k_1^2$ to $k_2^2$ over a length $\ell$, with slope magnitude $G=(k_1^2-k_2^2)/\ell$. For slow variation the local waves are $k^{-1/2}\exp(\pm i\int k\,dx)$, with logarithmic derivatives $\pm ik-\sigma$, where $\sigma=k'/(2k)$. At a corner, matching gives

$$\frac{ik(1-r)}{1+r}-\sigma_{\rm left}=ik-\sigma_{\rm right}.$$

For small $r$ this gives

$$r\approx\frac{\sigma_{\rm right}-\sigma_{\rm left}}{2ik}=\frac{\Delta(k^2)'}{8ik^3}.$$

The slope changes by $-G$ at the first corner and $+G$ at the second. The phase between them is $\phi=\int k\,dx=2(k_1^3-k_2^3)/(3G)$. To leading order, without multiple reflections,

$$R_{\rm ramp}\approx\left(\frac G8\right)^2\left|\frac{e^{2i\phi}}{k_2^3}-\frac1{k_1^3}\right|^2 .$$

This oscillates under an envelope proportional to $\ell^{-2}$. It requires $G/k_2^3\ll1$. For $k_1=2$, $k_2=1$, the exact ramp reflection agrees with it within 0.2 % at $\ell=100$ and 0.1 % at $\ell=200$.

## A hot electron entering silicon

Consider a hot electron passing from a metallic silicide into n-type silicon through a (111) interface, as in ballistic-electron emission. Take a 6.0 eV step from the metal band bottom to the silicon band edge, an excess energy of 0.30 eV, and $a=0.20$ nm, or a 10-90 % width of 0.88 nm. Rough silicon masses of 0.92 and 0.19 free-electron masses give, normal to (111),

$$\frac m{m_e}=\frac3{1/0.92+2/0.19}=0.2583 .$$

With $2m_e/\hbar^2=26.25\ \mathrm{eV^{-1}nm^{-2}}$,

$$k_1=\sqrt{26.25\times0.2583\times6.30}\approx6.54\ \mathrm{nm^{-1}},$$
$$k_2=\sqrt{26.25\times0.2583\times0.30}\approx1.43\ \mathrm{nm^{-1}}.$$

The arguments in (1) are 3.2104 and 5.0026, so

$$R=\left(\frac{\sinh3.2104}{\sinh5.0026}\right)^2\approx\left(\frac{12.374}{74.396}\right)^2\approx0.028 .$$

The abrupt step reflects 0.41, about 15 times as much. The exponent $4\pi ak_2$ is 3.58, and (4) places $R$ between 0.011 and 0.028; the result lies just below the upper bound.

The next values hold the energy and mass fixed. The ramp has the same 10-90 % width as the logistic step.

| $a$ (nm) | width (nm) | $R$, logistic | $R$, ramp |
|---|---|---|---|
| 0.05 | 0.22 | 0.31 | 0.32 |
| 0.10 | 0.44 | 0.16 | 0.18 |
| 0.20 | 0.88 | 0.028 | 0.13 |
| 0.40 | 1.76 | $7.7\times10^{-4}$ | 0.078 |
| 0.80 | 3.52 | $5.9\times10^{-7}$ | 0.042 |

Even the longest ramp has $G/k_2^3\approx3$, so these ramps have not reached the $\ell^{-2}$ regime.

For thermal electrons, grading reduces the reflection by a much smaller factor. For $a=0.20$ nm, $4\pi ak_2=1$ at an excess energy of 0.023 eV, close to $kT=0.026$ eV at 300 K. At an excess of $kT$, grading lowers $R$ from 0.77 to 0.35. This is a statement about the model: the image-force lowering estimated below exceeds $kT$, so the flat band edge is a poor description of such an electron.

For a real contact, the chosen width represents an intermixed interface. One sharp to an atomic layer or two is closer to the first two rows. The band depth is a round value, and the uniform mass is a serious simplification. If the mass changes linearly with $L(x)$ from $m_e$ in the metal to 0.258 $m_e$ in silicon, the abrupt and graded values become 0.16 and 0.015. If the parallel momentum of the silicon valley is also conserved, about 2.5 eV of the metal energy is parallel motion, and the abrupt and graded values are 0.084 and 0.009. The graded value assumes that this parallel energy falls off as $1-L(x)$; a fall as $[1-L(x)]^2$ gives 0.016. Both graded values are sensitive to the mass profile. The value 0.015 becomes 0.027 if the inverse mass is linear in $L(x)$ instead, and 0.025 or 0.004 if the mass change is moved by 0.2 nm towards the metal or the silicon. The same three changes turn 0.009 into 0.024, 0.021 and 0.001. Uniform masses of 0.92 and 0.19, the normal masses of the two valley groups at a (100) surface, give 0.0012 and 0.046. A rough nonparabolicity of 0.5 eV$^{-1}$ gives 0.021, and an energy shift of $\pm kT$ gives 0.024 to 0.032. A field of 0.10 MV/cm with 0.50 eV band bending, together with an image potential in which the distance $x$ is replaced by $\sqrt{x^2+a^2}$ to keep it finite, gives 0.021 at the same total energy and 0.026 at 0.30 eV above the lowered barrier top; the barrier is lowered by 0.035 eV. The bare image estimate puts its top 1.75 nm inside the silicon; with the logistic tail and the rounded image term included, the top lies at 1.94 nm. For an assumed phonon mean free path of 5 nm, the chance of a scattering event before the top is 0.30 for the first position and 0.32 for the second. Some of these electrons may return, so phonons can matter more than the remaining quantum reflection. The effective-mass description is itself uncertain over a width of less than two silicon lattice constants, and that error is not estimated here.

For this hot electron and a logistic interface 0.9 nm wide, then, the abrupt-step factor overstates reflection about fifteenfold with the uniform mass of 0.258 $m_e$, and about tenfold with the mass linear in $L(x)$. The shape matters as well as the width. With the same uniform mass and 10-90 % width, an error-function step gives $R=0.053$, a factor of 8, and a half-cosine step, whose slope is continuous, gives 0.092, a factor of 4.5. Nor do these factors carry over to a sharp interface or to energies near threshold. The numerical output below gives most of the values in more detail.

## Calculated quantities

```
largest error of complex r in tests: 3.0e-12
2 m_e/hbar^2 = 26.2468 1/(eV nm^2)
step V0 = 6.0 eV, excess energy = 0.30 eV
silicon masses: long. 0.92, trans. 0.19 m_e
mass normal to (111) = 0.2583 m_e
k1 = 6.5357 1/nm, k2 = 1.4262 1/nm
a = 0.20 nm, 10-90% width = 0.879 nm
pi a (k1-k2) = 3.2104
pi a (k1+k2) = 5.0026
abrupt R0 = 0.4118
graded R = 0.02766, T = 0.97234
suppression R0/R = 14.89
exponent 4 pi a k2 = 3.5844
bounds on R: 0.01143 to 0.02775
a (nm), width (nm), R logistic, R/R0, R linear ramp
0.05  0.220  3.093e-01  7.510e-01  3.229e-01
0.10  0.439  1.555e-01  3.776e-01  1.807e-01
0.20  0.879  2.766e-02  6.717e-02  1.344e-01
0.40  1.758  7.702e-04  1.870e-03  7.835e-02
0.80  3.516  5.932e-07  1.440e-06  4.166e-02
excess energy where 4 pi a k2 = 1: 0.0233 eV
kT at 300 K = 0.02585 eV
excess kT: abrupt R = 0.7692, graded R = 0.3489
Neglected effects (R at the example's grading):
metal mass 1 m_e: abrupt R = 0.1594, graded R = 0.01530
valley parallel wavenumber = 8.031 1/nm
its kinetic energy in the metal = 2.457 eV
with that and metal mass 1: R = 0.00918
uniform mass 0.92: R = 1.154e-03
uniform mass 0.19: R = 0.04587
nonparabolicity 0.5 1/eV: R = 0.02133
excess lower by kT: R = 0.03240
excess higher by kT: R = 0.02378
field = 0.10 MV/cm, band bending = 0.50 eV
depletion width = 100 nm, donors = 6.47e+16 cm^-3
image lowering = 0.0351 eV, barrier top at 1.754 nm
with field and image force: R = 0.02126
phonon event before barrier top (path 5 nm): 0.296
```
